# Field needed to speed up ion hopping from ten years to 10 ns

**Question**

I am trying to understand the retention and writing times of a memory cell in which a singly charged ion hops between sites 0.5 nm apart at 300 K. An exercise says that if the state lasts ten years without a field, and must be switched in 10 ns by tilting the barrier alone, the field has to be roughly 39 MV/cm.

I set the energy gained over one hop, \(eaE\), equal to \(k_BT\) times the logarithm of the time ratio, and I get half that field. I also don't see how an answer can exist when neither the barrier height nor the attempt frequency is given. Where does the factor of two come from, and how far can the number be trusted?

**Answer**

Your logarithm is right, but the energy multiplying the field is not. The rate depends on the energy gained on the way to the saddle, and the saddle lies halfway along the hop.

**The model**

Let the ion sit at \(x=0\), with the next site at \(x=a=0.5\) nm and the saddle between them at \(x=a/2\). The stored state is lost when the ion crosses this one barrier; the way out on the other side is blocked. Without a field the barrier height is \(U\). The field \(E\) is uniform, points along \(+x\), and means the field acting on the ion, which need not equal the applied voltage divided by the film thickness. I use eV, nm and seconds, and take \(e>0\).

For a barrier \(B(E)\) that is high compared with \(k_BT\), take the escape rate to be

\[
k(E)=\nu\,e^{-B(E)/k_BT},
\]

with the attempt frequency \(\nu\) and the temperature \(T\) unaffected by the field. That is the meaning I give to "tilting alone".

The probability \(P\) that the ion is still in place obeys \(dP/dt=-kP\) with \(P(0)=1\), so \(P=e^{-kt}\). The mean waiting time is the integral of the survival probability,

\[
t=\int_0^\infty e^{-kt'}\,dt'=\frac1k .
\]

I take both "ten years" and "10 ns" to be such mean times.

**Where the factor of two comes from**

The field adds \(-eEx\) to the potential energy. If the site and the saddle stay where they were, the site energy changes by zero and the saddle energy by \(-eEa/2\). Therefore

\[
B(E)=U-\frac{eaE}{2}.
\]

The next site is lowered by the full \(eaE\), but the second half of that drop comes after the saddle. It makes the return hop harder without helping the ion over the barrier.

Call the retention time \(t_r=1/k(0)\) and the writing time \(t_w=1/k(E)\). Their ratio is

\[
\frac{t_r}{t_w}=\frac{k(E)}{k(0)}
=\frac{\nu\,e^{-(U-eaE/2)/k_BT}}{\nu\,e^{-U/k_BT}}
=e^{eaE/2k_BT}.
\]

Both \(\nu\) and \(U\) cancel, because the retention time already contains their combined effect. Taking the logarithm and solving for the field gives

\[
E=\frac{2k_BT}{ea}\ln\frac{t_r}{t_w}.
\]

**The numbers**

Ten years of 365.25 days are \(3.156\times10^8\) s, so

\[
\frac{t_r}{t_w}=\frac{3.156\times10^8}{10^{-8}}=3.156\times10^{16},
\qquad \ln\frac{t_r}{t_w}=37.99 .
\]

At 300 K, \(k_BT=0.025852\) eV. The barrier must fall by

\[
\frac{eaE}{2}=0.025852\times37.99=0.982\ \text{eV}.
\]

This energy is gained over \(a/2=0.25\) nm. Since 1 V/nm equals 10 MV/cm,

\[
E=\frac{0.982\ \text{V}}{0.25\ \text{nm}}=3.93\ \text{V/nm}=39.3\ \text{MV/cm},
\]

or 0.00764 atomic units of field. Dividing by 0.5 nm instead gives your half-sized answer.

**Is there still a barrier at this field?**

The barrier height dropped out of the ratio, but it must be large enough for the rate law to hold at both ends. From \(t_r=\nu^{-1}e^{U/k_BT}\),

\[
U=k_BT\ln(\nu t_r).
\]

Subtracting the required lowering leaves

\[
B_w=k_BT\ln(\nu t_r)-k_BT\ln\frac{t_r}{t_w}=k_BT\ln(\nu t_w).
\]

With a round model value \(\nu=10^{13}\ \text{s}^{-1}\), the original barrier is \(U=1.280\) eV. During writing \(\nu t_w=10^5\), so \(B_w=0.298\) eV, or \(11.5\,k_BT\). Escape is still thermally activated. If \(\nu t_w\) were close to one, the remaining barrier would be comparable to \(k_BT\) or smaller, and the starting rate law would no longer be justified.

**Why a smooth barrier needs a larger field**

The linear formula keeps the site and the saddle fixed. In a smooth potential, the field pushes the minimum forward and pulls the saddle back.

Let \(V(x)\) be periodic with period \(a\), with one minimum per period, at \(x=0\), and one maximum, at \(x=a/2\), where \(V(a/2)-V(0)=U\). Write \(W(x)=V(x)-eEx\), and suppose that \(W\) still has one minimum \(x_m\) and one saddle \(x_s\) per period. Both satisfy \(V'(x)=eE>0\), so both lie on the uphill stretch between 0 and \(a/2\).

The point \(x_m\) is the lowest in its well, which contains \(x=0\), so \(W(x_m)\le W(0)\). The point \(x_s\) is the highest between \(x_m\) and the next minimum, an interval that contains \(x=a/2\), so \(W(x_s)\ge W(a/2)\). Subtracting,

\[
B(E)=W(x_s)-W(x_m)\ge W(a/2)-W(0)=U-\frac{eaE}{2}.
\]

Writing requires \(B=U-k_BT\ln(t_r/t_w)\). Inserting this on the left gives \(eaE/2\ge k_BT\ln(t_r/t_w)\). At fixed \(\nu\) and \(T\), the 39.3 MV/cm is therefore a lower bound for barriers of this kind.

To see how much the shape can matter, take \(V=U\sin^2(\pi x/a)\). The stationary points satisfy

\[
\frac{\pi U}{a}\sin\frac{2\pi x}{a}=eE,
\qquad\text{or}\qquad
\sin\frac{2\pi x}{a}=\gamma,\quad \gamma=\frac{eaE}{\pi U}.
\]

For \(\gamma<1\) they are

\[
x_m=\frac{a}{2\pi}\arcsin\gamma,\qquad x_s=\frac a2-x_m .
\]

Since \(V=\tfrac U2[1-\cos(2\pi x/a)]\), and the cosine is \(+\sqrt{1-\gamma^2}\) at \(x_m\) and \(-\sqrt{1-\gamma^2}\) at \(x_s\), the untilted part of the barrier is \(U\sqrt{1-\gamma^2}\). The field contributes

\[
-eE(x_s-x_m)=-\frac{eaE}{2}+2eEx_m
=-\frac{eaE}{2}+U\gamma\arcsin\gamma ,
\]

where the last step uses \(eaE/\pi=U\gamma\). Hence

\[
B=U\left[\sqrt{1-\gamma^2}+\gamma\arcsin\gamma\right]-\frac{eaE}{2}.
\]

For small \(\gamma\) the bracket is \(1-\gamma^2/2+\gamma^2=1+\gamma^2/2\) to second order. The linear law is thus the weak-field limit, and the first correction raises the barrier by \(U\gamma^2/2\).

At 39.3 MV/cm the full expression gives \(B=0.454\) eV instead of 0.298 eV. The waiting time is then about 4.2 μs, not 10 ns. Solving \(B=B_w\) numerically gives \(\gamma=0.612\), and

\[
E=\frac{\pi U\gamma}{ea}
=\frac{\pi\times1.280\times0.612}{0.5}\ \text{V/nm}
\approx49\ \text{MV/cm}.
\]

Unlike the linear result, this value depends on \(U\), and so on the chosen \(\nu\).

**Does the attempt frequency stay fixed?**

Classical transition-state theory gives an estimate. The rate is the mean one-way thermal flux through the saddle,

\[
k\propto\frac{e^{-W(x_s)/k_BT}}{\int_{\rm well}e^{-W(x)/k_BT}\,dx},
\]

where the integral runs between the two saddles that bound the well. The omitted thermal speed does not depend on the field and cancels from the rate ratio.

A sawtooth potential isolates the change in the prefactor, because its corners stay at 0 and \(a/2\). Its walls have slope \(s=2U/a\). With \(F=eE<s\), the tilted walls have slopes \(s+F\) and \(s-F\). For walls many \(k_BT\) high, the well integral is

\[
k_BT\left(\frac1{s+F}+\frac1{s-F}\right)=\frac{2k_BT\,s}{s^2-F^2},
\]

compared with \(2k_BT/s\) at zero field. The rate ratio becomes

\[
\frac{k(E)}{k(0)}=e^{eaE/2k_BT}\left(1-\frac{F^2}{s^2}\right).
\]

The tilted well is effectively wider, which reduces the chance of finding the ion at the saddle. Keeping \(U=1.280\) eV and solving for the same rate ratio with numerically evaluated well integrals gives 40.3 MV/cm. The same calculation for the sine-squared barrier gives 49.4 MV/cm, against 49.2 MV/cm with a fixed prefactor. In these two examples the transition-state prefactor raises the required field by about 1 MV/cm or less. The size of the shift depends on the dynamics assumed. For strongly damped, diffusive motion the width of the saddle region enters as well, so the sawtooth factor becomes \((1-F^2/s^2)^2\). The required fields are then 41.5 MV/cm for the sawtooth and 49.7 MV/cm for the sine-squared barrier. In the sine-squared barrier, the motion of the minimum and saddle matters far more: it raises the field by about 10 MV/cm. In the sawtooth they do not move.

**What if the ion can leave on either side?**

Return to pinned sites and saddles, and let \(k_0\) be the zero-field rate in one direction. The forward and backward rates are \(k_0e^y\) and \(k_0e^{-y}\), with \(y=eaE/2k_BT\). The total escape rate is \(2k_0\cosh y\), compared with \(2k_0\) at zero field, so

\[
\cosh y=\frac{t_r}{t_w}.
\]

For such a large ratio \(\cosh y\simeq e^y/2\), and \(y\simeq\ln(2t_r/t_w)\). The extra \(\ln2\) raises the field to 40.0 MV/cm. Note that both definitions concern escape times. The net hopping rate, \(k_0(e^y-e^{-y})\), vanishes at zero field, so it cannot supply the ten-year reference time.

**What a smaller field achieves**

At 10 MV/cm, or 1 V/nm, the linear model gives

\[
\frac{eaE}{2k_BT}=\frac{0.5}{2\times0.025852}=9.67,
\qquad e^{9.67}\approx1.58\times10^4 .
\]

Ten years shrink to \(3.156\times10^8/(1.58\times10^4)\approx2.0\times10^4\) s, about 5.5 hours. A quarter of the field supplies a quarter of the required exponent, which is far from a quarter of the required acceleration.

Heating changes the balance. If the ion is at temperature \(T_w\) during writing, with \(U\) and \(\nu\) unchanged, setting \(t_w^{-1}=\nu e^{-(U-eaE/2)/k_BT_w}\) gives

\[
\frac{eaE}{2}=U-k_BT_w\ln(\nu t_w).
\]

For \(\nu t_w>1\), a hotter ion needs less field. Setting \(T_w=T\) recovers the result above. So "roughly 39 MV/cm" is the answer for one forward hop, a pinned midpoint saddle, a fixed prefactor and no heating.

It should not be read as a usable operating field. Even good silicon dioxide films break down at around 10 MV/cm under steady or slowly ramped stress; very thin films under nanosecond pulses survive higher fields, so this figure is only a rough guide for a 10 ns write. If the field on the ion is close to the average field in the film, an ordinary insulator would be expected to break down before 39 MV/cm was reached. A cell with these retention and writing times would then need something beyond tilting, such as strong heating during writing: at 10 MV/cm the formula above needs \(k_BT_w=(1.280-0.25)/\ln10^5\) eV, or \(T_w\approx1040\) K. The condition on the field matters. In a film of high permittivity the field on the ion can be several times the average field. The crude Lorentz factor \((\varepsilon+2)/3\) is about 2 for \(\varepsilon=3.9\) but 9 for \(\varepsilon=25\), where 39 MV/cm on the ion would correspond to an average of about 4.4 MV/cm.
